\section*{Electromigration Bias per Atomic Jump: Leading Order and First Correction}

\section{A bias hidden among many jumps}

Consider a metal line at 500 K carrying 1 MA/cm$^2$, with resistivity 3 microohm cm and effective valence of magnitude 10. In the hopping model below, an atom makes about $1.15\times10^5$ jumps for each net jump along the electromigration force. The force is present during every jump, yet forward and backward jumps almost balance. The reason is that the energy bias per jump is a very small fraction of $kT$. That fraction is the expansion parameter of these notes.

Let $j$ be the magnitude of the current density, $\rho$ the resistivity at the temperature of use, and $a$ the jump length. Ohm's law gives the magnitude of the electric field, $E=\rho j$. The effective valence $Z^*$ is defined by writing the total force on the migrating atom as $Z^*e$ times the field. Its magnitude is therefore
\begin{equation}
F=|Z^*|e\rho j .
\end{equation}
Only $|Z^*|=10$ is given. I take $Z^*=-10$, the case in which moving electrons drag the atom along. The positive direction is that of electron flow, opposite to the field, so $F$ is positive. Force and current are uniform, and $Z^*$ stands for an average along the jump path.

For a jump along the force, the work is
\begin{equation}
w=Fa=|Z^*|e\rho j a .
\end{equation}
In SI units the field is $(3\times10^{-8})(10^{10})=300$ V/m. Ten elementary charges in this field feel 3000 eV/m, and over $0.25\times10^{-9}$ m this gives
\begin{equation}
w=3000\times0.25\times10^{-9}\ \text{eV}
 =7.5\times10^{-7}\ \text{eV}=1.2\times10^{-25}\ \text{J}.
\end{equation}
With $kT=0.0431$ eV, the small parameter is
\begin{equation}
\varepsilon=\frac{w}{kT}=1.74\times10^{-5}.
\end{equation}

\section{Why the effective valence can be large}

The field acts directly on the ion with a direct valence $Z_d$. Electrons scattered by the atom also transfer momentum to it. A free-electron model shows how this second force arises.

A current shifts the Fermi sphere by a small wave number $\delta$ along the electron flow. Let $\sigma$ be the transport cross-section of the defect, taken as constant. By its definition, an electron of wave vector $\mathbf k$ and mass $m$ delivers $z$-momentum at the mean rate $n_1 v\sigma\hbar k_z$, where $v=\hbar k/m$ and $n_1$ is the density contributed by that electron. For elastic scattering the Pauli blocking factors cancel between forward and reverse processes, because $f(1-f')-f'(1-f)=f-f'$. Summing over both spins,
\begin{equation}
F_w=\frac{\hbar^2\sigma}{m}\frac{2}{(2\pi)^3}
\int_{\rm shifted\ sphere}|\mathbf k|k_z\,d^3k .
\end{equation}
Measure $\mathbf q$ from the centre of the shifted sphere and let $\mu$ be the cosine of its angle to the flow. Then $k_z=q\mu+\delta$ and $|\mathbf k|=q+\delta\mu+O(\delta^2)$, so
\begin{equation}
|\mathbf k|k_z=q^2\mu+\delta q(1+\mu^2)+O(\delta^2).
\end{equation}
The first term vanishes by symmetry. The angular integral of $1+\mu^2$ is $4\pi(1+1/3)=16\pi/3$, and $\int_0^{k_F}q^3dq=k_F^4/4$. Hence the integral is $4\pi\delta k_F^4/3$. With electron density $n=k_F^3/(3\pi^2)$ and $v_F=\hbar k_F/m$,
\begin{equation}
F_w=\frac{\hbar^2\sigma}{m}\frac{1}{4\pi^3}
\frac{4\pi\delta k_F^4}{3}
=n\hbar\delta\,v_F\sigma .
\end{equation}
The shift gives each electron a drift speed $\hbar\delta/m$, so $j=ne\hbar\delta/m$. Eliminating $\delta$ yields
\begin{equation}
F_w=\frac{m v_F\sigma j}{e},\qquad
Z_w=\frac{F_w}{e\rho j}=\frac{m v_F\sigma}{e^2\rho},\qquad
Z^*=Z_d-Z_w .
\end{equation}
The minus sign records that the direct force on a positive ion opposes the electron flow.

For $Z_d=1$, the required wind valence is 11. One free electron per atom in an fcc crystal with neighbour distance 0.25 nm gives $v_F=1.61\times10^8$ cm/s and an inferred $\sigma=0.00578$ nm$^2$. The cross-section has been chosen to reproduce $Z^*$; it does not predict $Z^*$ for a particular metal. The Fermi sphere is shifted by $4.29\times10^{-7}$ of its radius, which justifies the first-order expansion.

\section{The barriers and their first correction}

Let $U(x)$ be the periodic energy of the atom along its path, with barrier $B$. The force changes it to $V(x)=U(x)-Fx$. Periodicity gives
\begin{equation}
V(x+a)=V(x)-Fa .
\end{equation}
If a minimum lies at $x_m$, the next one lies at $x_m+a$ and is lower by $w$. Both jumps cross the same saddle $x_s$, so
\begin{equation}
\Delta_-=V(x_s)-V(x_m+a)=V(x_s)-V(x_m)+w=\Delta_++w .
\end{equation}
Here $\Delta_+$ is the forward barrier and $\Delta_-$ the backward one. Their difference is $w$ wherever the saddle lies, provided that the force is uniform and the minima still exist.

The individual barriers do depend on the shape. For a symmetric example take $U=-(B/2)\cos\theta$ with $\theta=2\pi x/a$. Setting $V'=0$ gives
\begin{equation}
\frac{\pi B}{a}\sin\theta=F
\quad\Longrightarrow\quad
\sin\theta=\eta,\qquad \eta=\frac{w}{\pi B}.
\end{equation}
The minimum is at $\theta_m=\arcsin\eta$ and the saddle at $\theta_s=\pi-\arcsin\eta$. Thus
\begin{align}
U(x_s)-U(x_m)&=B\sqrt{1-\eta^2},\\
x_s-x_m&=\frac a2-\frac a\pi\arcsin\eta .
\end{align}
The forward barrier is the first line minus $F$ times the second:
\begin{align}
\Delta_+&=B\sqrt{1-\eta^2}-\frac w2+\frac w\pi\arcsin\eta\\
&=B-\frac{B\eta^2}{2}-\frac w2+B\eta^2+O(B\eta^4)\\
&=B-\frac w2+\frac{w^2}{2\pi^2B}+O(B\eta^4).
\end{align}
The second line uses $w/\pi=B\eta$. The backward barrier has $+w/2$ in place of $-w/2$ and the same quadratic term. For $B=0.7$ eV the linear shift is $3.75\times10^{-7}$ eV, while the quadratic term is only about $4\times10^{-14}$ eV.

\section{From barriers to drift}

Let $\Gamma_0$ be the unbiased jump rate in each direction. With Arrhenius rates, a fixed attempt frequency and the linear barrier shifts,
\begin{equation}
\Gamma_\pm=\Gamma_0e^{\pm\varepsilon/2}.
\end{equation}
If successive jumps are uncorrelated, the mean velocity is
\begin{equation}
v=a(\Gamma_+-\Gamma_-)=2a\Gamma_0\sinh(\varepsilon/2).
\end{equation}
Without bias, the variance of position grows as $2\Gamma_0a^2t$. Since this equals $2Dt$ by definition, $D=\Gamma_0a^2$. Using $\sinh y=y+y^3/6+\cdots$ with $y=\varepsilon/2$,
\begin{equation}
v=\frac Da\left(\varepsilon+\frac{\varepsilon^3}{24}+\cdots\right)
=\frac{DF}{kT}\left(1+\frac{\varepsilon^2}{24}+\cdots\right).
\end{equation}
The leading term is the Einstein drift law. The first correction is $1.26\times10^{-11}$ relative to it. A numerical solution of the master equation for 121 sites, started at the centre and run for a time $10/\Gamma_0$, tested this term at $\varepsilon=0.4$. The excess over the linear law agreed with $\varepsilon^2/24=0.0067$ to within 1\% of that excess.

The quadratic barrier term contributes at the same order in $\varepsilon$. It multiplies both rates by
\begin{equation}
\exp\left(-\frac{w^2}{2\pi^2BkT}\right)
=1-\frac{kT}{2\pi^2B}\,\varepsilon^2+\cdots .
\end{equation}
For the cosine potential, the complete correction at fixed attempt frequency is therefore
\begin{equation}
\frac{v}{DF/kT}=1+\varepsilon^2
\left(\frac1{24}-\frac{kT}{2\pi^2B}\right)+\cdots .
\end{equation}
The bracket is $0.0417-0.0031$, which reduces the correction to about $1.2\times10^{-11}$.

\subsection{A skewed path}

Suppose instead that the saddle lies a fraction $s$ of the way along the jump. To first order the forward barrier falls by $sw$ and the backward one rises by $(1-s)w$. Then
\begin{align}
v&=a\Gamma_0\left[e^{s\varepsilon}-e^{-(1-s)\varepsilon}\right]\\
&=2a\Gamma_0e^{(s-1/2)\varepsilon}\sinh(\varepsilon/2)
=\frac{DF}{kT}\left[1+(s-\tfrac12)\varepsilon+O(\varepsilon^2)\right].
\end{align}
The first correction is now linear. For $s=0.603$ and a fixed attempt frequency it is about $1.8\times10^{-6}$, still negligible but far larger than in the symmetric case. On a skewed path the force can also change the attempt frequency to first order, which modifies this coefficient. If the path has a single saddle and its midpoint is an inversion centre, then $s=1/2$ and the linear term vanishes.

\subsection{The opposite limit}

For the cosine path with $\varepsilon\gg1$ but $w^2\ll2\pi^2BkT$, so that the quadratic barrier term is still negligible compared with $kT$, backward jumps become rare and $v\simeq a\Gamma_0e^{\varepsilon/2}$. With $B/kT=16$ the second condition reads $\varepsilon\ll18$, so the window is narrow: at fixed attempt frequency the velocity is 0.93 of this form at $\varepsilon=4$ and 0.73 at $\varepsilon=10$. At fixed temperature, resistivity and $Z^*$, even $\varepsilon=1$ would require about $6\times10^4$ MA/cm$^2$. Joule heating, estimated below, grows as $j^2$ and would destroy the line long before this limit.

\section{What the small number means}

Among all jumps, the forward share minus the backward share is
\begin{equation}
\frac{\Gamma_+-\Gamma_-}{\Gamma_++\Gamma_-}
=\tanh\frac\varepsilon2\simeq\frac\varepsilon2
=8.7\times10^{-6}.
\end{equation}
Its inverse is the $1.15\times10^5$ jumps of the opening. After $N$ jumps the mean displacement is $Na\varepsilon/2$, whereas the random spread is $a\sqrt N$. They are equal when
\begin{equation}
N=\left(\frac2\varepsilon\right)^2=1.32\times10^{10},
\qquad
Na\frac\varepsilon2=\frac{2a}{\varepsilon}=\frac{2kT}{F}=28.7\ \mu\text{m}.
\end{equation}
A single atom must travel this far before its drift stands out from its random motion. The net flux of many atoms shows the bias earlier, because independent random displacements average out.

In an fcc crystal, a jump $\mathbf d$ has bias $\mathbf F\cdot\mathbf d$. The value $7.5\times10^{-7}$ eV applies to a jump parallel to the force. For current along a cube axis, the most favourable jumps lie at $45^\circ$ and have bias $w/\sqrt2=5.3\times10^{-7}$ eV. The jump counts found above belong to the one-dimensional chain: with twelve jump directions, uncorrelated jumps need $6/\varepsilon=3.4\times10^5$ jumps per net advance $a$ and $4.0\times10^{10}$ jumps to the crossover, three times more, while the crossover distance $2kT/F$ is unchanged. The drift law remains isotropic. The twelve jumps satisfy $\sum d_id_k=4a^2\delta_{ik}$, and $D=\Gamma_0\sum d^2/6=2\Gamma_0a^2$, so
\begin{equation}
\mathbf v=\Gamma_0\sum_{\mathbf d}\mathbf d\,
\frac{\mathbf d\cdot\mathbf F}{2kT}
=\frac{2\Gamma_0a^2}{kT}\mathbf F=\frac{D\mathbf F}{kT}.
\end{equation}

\section{Physical corrections larger than the asymptotic one}

\subsection{Back-stress}

If atoms cannot leave the ends of a line, they accumulate downstream and build up pressure $p$. Moving an atom of volume $\Omega$ by $dx$ gains work $F\,dx$ and costs $\Omega\,dp$. The net force vanishes when
\begin{equation}
\frac{dp}{dx}=\frac F\Omega=43.5\ \text{MPa}/\mu\text{m},
\end{equation}
with $\Omega=a^3/\sqrt2=0.011$ nm$^3$. If the line can sustain a pressure difference of 300 MPa, complete cancellation is possible up to a length $300/43.5=6.9$ $\mu$m. This is a steady-state result: the bias acts in full before the stress has developed. At fixed $Z^*$, $\rho$ and sustainable pressure, the limiting length varies as $1/j$.

\subsection{Heating}

Let the line have thickness $h=300$ nm and lie on oxide of thickness $t=1000$ nm and conductivity $k_{\rm ox}=1.4$ W/(m K). If heat flows straight down, the balance per unit area is $\rho j^2h=k_{\rm ox}\Delta T/t$, so
\begin{equation}
\Delta T=\frac{\rho j^2ht}{k_{\rm ox}}=0.643\ \text{K}.
\end{equation}
At fixed $w$, this lowers $\varepsilon$ by about 0.13\%. The migration factor $e^{-B/kT}$ rises by about $B\Delta T/(kT^2)=2\%$.

In a line much longer than the length $\ell$ defined below, the temperature rise $\vartheta$ near an end held at the substrate temperature obeys
\begin{equation}
k_mh\vartheta''-\frac{k_{\rm ox}}t\vartheta+\rho j^2h=0,
\qquad
\vartheta=\Delta T(1-e^{-x/\ell}),
\end{equation}
where $\ell=\sqrt{k_mht/k_{\rm ox}}$. The free-electron Wiedemann--Franz law gives $k_m=407$ W/(m K), hence $\ell=9.34$ $\mu$m and an end gradient $\Delta T/\ell=0.0688$ K/$\mu$m. For a heat of transport $Q^*=0.5$ eV, the thermal force $Q^*|\vartheta'|/T$ is about 2\% of $F$ there. Its direction depends on the sign of $Q^*$ and on which end is considered. In a line shorter than $\ell$ with both ends cold, the temperature rise and the end gradient are both smaller than these estimates.

\subsection{A change of resistivity}

It is tempting to scale $w$ with $\rho$ at fixed $Z^*$. In the free-electron model, however, $F_w$ depends on $j$ and $\sigma$, not on the total resistivity. If other scatterers raise $\rho$ by 20\% while $j$ and $\sigma$ stay fixed, the direct part grows from 1 to 1.2 in the original force units. The net force changes from $11-1=10$ to $11-1.2=9.8$, a fall of 2\%, whereas fixed $Z^*$ would predict a rise of 20\%.

\section{Comparison with a copper interconnect}

The parameters lie in the rough regime of a copper interconnect in an accelerated test. A resistivity near 3 microohm cm is reasonable for bulk copper around 500 K; narrow lines can have more. An effective valence of magnitude 10 is on the high side for copper, and at fixed $\rho$ and $j$ a value of 5 would halve the bias. The barrier, heat of transport, layer dimensions and sustainable pressure are rough model choices. In particular, the length of 6.9 $\mu$m corresponds to a product of current density and length of about 690 A/cm, below the few thousand A/cm usually reported for copper lines, so it is a model value and not a design rule. Atoms in the copper lattice move by exchanging places with vacancies, so their successive jumps are correlated, unlike those of the hopping model. For an fcc crystal the correlation factor is $f=0.78$. It reduces the random spread and shortens the crossover distance from 28.7 to about 22 $\mu$m; the $D$ in the drift law is then the tracer diffusivity divided by $f$. At 500 K, however, lattice diffusion in copper is practically frozen: its activation energy of about 2 eV includes vacancy formation, and reaching this distance through the lattice would take millions of years or more. In real lines the transport follows interfaces and grain boundaries, where $Z^*$, $a$, $f$ and especially $D$ differ from their lattice values. The 2\% heating figure counts the migration barrier only; an activation energy of 2 eV gives about 6\%, and one of 0.9 eV about 3\%. Among the physical corrections to the bias estimated above, back-stress is the largest: with blocked ends and a length below 6.9 $\mu$m, back-stress can reduce the net bias from $7.5\times10^{-7}$ eV to zero. The values used here are collected in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (given)
Effective valence, magnitude: 10
Resistivity: 3 microohm cm
Current density: 1 MA/cm2
Jump length: 0.25 nm
MODEL CHOICES (rough)
Temperature: 500 K
Migration barrier: 0.7 eV
Direct valence: 1
Line thickness: 300 nm
Oxide thickness: 1000 nm
Oxide thermal conductivity: 1.4 W/(m K)
Heat of transport: 0.5 eV
Sustainable pressure difference: 300 MPa
MAIN RESULT
Electric field: 3 V/cm
Force: 3e-06 eV/nm
Energy bias per jump: 7.5e-07 eV
Energy bias per jump, converted: 1.2e-25 J
Forward barrier lowering, midway saddle: 3.75e-07 eV
Saddle position in skewed test, fraction of jump: 0.603
Largest jump bias, current on cube axis: 5.3e-07 eV
COMPARISON WITH HEAT AND BARRIER
Thermal energy kT: 0.0431 eV
Bias / kT: 1.74e-05
Bias / migration barrier: 1.07e-06
Forward minus backward share of jumps: 8.7e-06
Jumps per one net forward jump: 1.15e+05
Jumps until drift equals random spread: 1.32e+10
Distance at that crossover: 28.7 um
ELECTRON WIND
Free-electron density: 9.05e+22 1/cm3
Fermi velocity: 1.61e+08 cm/s
Fermi-sphere shift / Fermi wave number: 4.29e-07
Wind valence: 11
Implied transport cross-section: 0.00578 nm2
NEGLECTED EFFECTS
Atomic volume: 0.011 nm3
Cancelling pressure gradient: 43.5 MPa/um
Line length for full cancellation: 6.9 um
Metal thermal conductivity: 407 W/(m K)
Joule temperature rise: 0.643 K
Thermal decay length: 9.34 um
Temperature gradient at cold end: 0.0688 K/um
Thermal force / electromigration force: 2.29 %
Bias change for 20 % higher resistivity: -2 %
Relative error of linear drift law: 1.26e-11
\end{verbatim}
